# Equal Zeeman splittings leave one threshold between two superconductors

Two thin superconducting films are separated by an insulating barrier, and a magnetic field lies in the plane of the films. The field splits the quasiparticle states of each film by spin. If one film is replaced by a normal metal, the splitting appears directly at low enough temperature: the conductance has one edge for each spin. It is then natural to expect that a junction with two superconductors, both of them split, must show a split current threshold too. The following junction shows that this expectation is false.

## The counter-example

Take gaps \(\Delta_1=320\) µeV and \(\Delta_2=280\) µeV, a field \(B=1\) T and a normal-state junction resistance \(R=1\) kΩ. These are round model values. An electron of spin \(\sigma=\pm1\) along the field axis has Zeeman energy \(\sigma h\), and for a \(g\)-factor of 2

\[
h=\mu_B B=57.88\ \text{µeV}.
\]

The gaps are the values in the field, and they are held fixed when junctions with different splittings are compared. The temperature is zero for now.

The first question is how the field moves the states of one film. In the mean-field theory of a singlet superconductor, a spin-up electron of normal-state energy \(\xi\), measured from the Fermi level, is coupled to a spin-down hole. The two electron energies are \(\xi+h\) and \(\xi-h\). Turning the second electron into a hole reverses the sign of its energy, giving \(-\xi+h\). The matrix for the pair \((c_\uparrow,c_\downarrow^\dagger)\) is therefore

\[
\begin{pmatrix}\xi+h&\Delta\\ \Delta&-\xi+h\end{pmatrix}
=h\begin{pmatrix}1&0\\0&1\end{pmatrix}
+\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix}.
\]

The Zeeman term multiplies the unit matrix. It leaves the eigenvectors alone and shifts both eigenvalues to \(h\pm\varepsilon\), with \(\varepsilon=\sqrt{\xi^2+\Delta^2}\). For spin down, \(h\) is replaced by \(-h\). Thus the two gap edges of one spin species move in the same direction, to \(\sigma h+\Delta\) and \(\sigma h-\Delta\).

For spin up the edges, in µeV, are as follows. The highest filled state of film 1 lies at \(-320+57.88=-262.12\), and the lowest empty state of film 2 lies at \(280+57.88=337.88\). To bring them level, the bias must raise film 1 by

\[
337.88+262.12=600.00\ \text{µeV}.
\]

For spin down the two edges are \(-320-57.88=-377.88\) and \(280-57.88=222.12\), and the bias needed is

\[
222.12+377.88=600.00\ \text{µeV}.
\]

An electron that keeps its spin meets the same threshold in either case, \(\Delta_1+\Delta_2=0.600\) meV. Both films are split, yet the threshold is not.

An energy of 484.2 µeV can be formed by joining the filled spin-up edge of film 1 to the empty spin-down edge of film 2. That transition requires a spin flip, which is excluded here. The expectation of a split threshold rests on combining edges that spin conservation keeps apart.

## The general statement

Let the splittings be \(h_1\) and \(h_2\) along a common axis, with \(|h_1|<\Delta_1\) and \(|h_2|<\Delta_2\). Let tunnelling conserve spin, with equal strength for both spins, and treat it to lowest order. At zero temperature the quasiparticle thresholds are

\[
eV_\sigma=\Delta_1+\Delta_2+\sigma(h_2-h_1).
\]

If \(h_1=h_2=h\), they coincide. More than that, the whole quasiparticle current–voltage curve is then independent of \(h\) at fixed gaps.

The proof starts from the density of states. At \(h=0\), the state at energy \(+\varepsilon\) has electron weight \(\tfrac12(1+\xi/\varepsilon)\). The values \(+\xi\) and \(-\xi\) give the same \(\varepsilon\), and their weights add to 1. Since \(\xi=\sqrt{\varepsilon^2-\Delta^2}\) on the positive branch, the density relative to the normal state is \(d\xi/d\varepsilon\). The states at \(-\varepsilon\) give the same result by symmetry, so

\[
N(E)=\frac{|E|}{\sqrt{E^2-\Delta^2}}\quad(|E|>\Delta),
\qquad N(E)=0\quad(|E|<\Delta).
\]

With the splitting, \(N_\sigma(E)=N(E-\sigma h)\).

Let \(e>0\), and let \(V>0\) raise the electron energies of film 1 by \(eV\). Fermi's golden rule gives a flow from 1 to 2 proportional to filled states in 1 times empty states in 2, minus the reverse flow. The products of occupations cancel, and a difference of Fermi functions \(f\) remains:

\[
\begin{aligned}
I=\frac{1}{2eR}\sum_{\sigma}\int dE\;&
N_1(E-eV-\sigma h_1)\,N_2(E-\sigma h_2)\\
&\times[f(E-eV)-f(E)].
\end{aligned}
\]

The prefactor follows from the normal state. There \(N_1=N_2=1\), each spin's integral equals \(eV\), and the sum gives \(I=V/R\).

At zero temperature the bracket is 1 for \(0<E<eV\) and 0 elsewhere. In this window \(E-eV\) is negative, so film 1 contributes states from its lower band, \(E<eV-\Delta_1+\sigma h_1\). Film 2 contributes states from its upper band, \(E>\Delta_2+\sigma h_2\). Both statements use \(|h_i|<\Delta_i\), which keeps the Fermi level of each film inside the gap of each spin. The two ranges overlap when

\[
eV-\Delta_1+\sigma h_1>\Delta_2+\sigma h_2,
\]

which is the stated threshold.

For equal splittings put \(E=E'+\sigma h\). Then

\[
\begin{aligned}
I=\frac{1}{2eR}\sum_\sigma\int dE'\;&N_1(E'-eV)\,N_2(E')\\
&\times[f(E'+\sigma h-eV)-f(E'+\sigma h)].
\end{aligned}
\]

The splitting has left the densities of states and survives in the occupations. At zero temperature the limits of integration are \(-\sigma h\) and \(eV-\sigma h\). Moving the lower limit to 0 crosses energies with \(|E'|\le|h|<\Delta_2\), where \(N_2=0\). Moving the upper limit to \(eV\) crosses energies with \(|E'-eV|\le|h|<\Delta_1\), where \(N_1=0\). Neither move changes the integral, and therefore

\[
I=\frac{1}{eR}\int_0^{eV}dE'\,N_1(E'-eV)\,N_2(E').
\]

No \(h\) remains, which completes the proof. The last step used the gaps but not the detailed shape of \(N_1\) and \(N_2\). It therefore also holds for densities rounded by a process that acts equally on both spins, provided that their gaps still exceed \(|h|\).

## Where the Zeeman energy goes

The same cancellation can be followed in the excitations left behind. Removing a spin-up electron from film 1 leaves its spin-down partner unpaired. The cost is \(\varepsilon_1-h\), because the corresponding eigenvalue is \(h-\varepsilon_1\). Adding a spin-up electron to film 2 costs \(\varepsilon_2+h\). The total is

\[
(\varepsilon_1-h)+(\varepsilon_2+h)=\varepsilon_1+\varepsilon_2.
\]

As an illustration take one level in each film, with \(\xi_1=150\) µeV and \(\xi_2=-90\) µeV. Then

\[
\varepsilon_1=\sqrt{150^2+320^2}=353.41\ \text{µeV},\qquad
\varepsilon_2=\sqrt{90^2+280^2}=294.11\ \text{µeV}.
\]

Removal costs 295.53 µeV and addition costs 351.99 µeV. Their sum is 647.52 µeV, with or without the field. Tunnelling creates two quasiparticles of opposite spin, and equal splittings assign this pair no net Zeeman energy.

## The height of the threshold

Let \(\delta=eV-eV_\sigma\) be a small positive excess bias. Let \(x\) be the distance of a state above the empty edge of film 2. Its distance below the filled edge of film 1 is then \(\delta-x\). Near an edge, \(E^2-\Delta^2\approx2\Delta x\), so \(N\approx\sqrt{\Delta/(2x)}\), and the integral for one spin becomes

\[
\frac{\sqrt{\Delta_1\Delta_2}}{2}
\int_0^\delta\frac{dx}{\sqrt{x(\delta-x)}}
=\frac{\pi}{2}\sqrt{\Delta_1\Delta_2}.
\]

The substitution \(x=\delta\sin^2\varphi\) turns the remaining integral into \(\int_0^{\pi/2}2\,d\varphi=\pi\). The result does not vanish as \(\delta\to0\), so the current jumps. With the prefactor \(1/(2eR)\), each spin contributes half of

\[
\Delta I=\frac{\pi\sqrt{\Delta_1\Delta_2}}{2eR}.
\]

Here \(\sqrt{320\times280}=299.3\) µeV corresponds to 299.3 µV, and division by 1 kΩ gives nA. Hence \(\Delta I=470.2\) nA. With equal splittings this is one jump. With unequal splittings it divides into two jumps of 235.1 nA.

## Junctions that do show a splitting

If film 1 is normal, \(N_1=1\), and the zero-temperature integral is elementary:

\[
I=\frac{1}{2eR}\sum_\sigma
\sqrt{(eV-\sigma h)^2-\Delta_2^2},
\]

where a spin contributes when \(eV>\Delta_2+\sigma h\). The conductance diverges at each edge, at 222.12 and 337.88 µeV. This is the zero-temperature result. At 0.3 K the thermal width \(3.5\,kT\approx90\) µeV is close to \(2h=116\) µeV, and the two edges merge into one conductance maximum near 365 µeV. At the same gap, two maxima appear at 0.2 K and 1 T, or at 0.3 K and 2 T. A normal metal has no gap edge that could move with the spin and compensate the shift in film 2.

If film 1 is superconducting but unsplit, \(h_1=0\), and the thresholds are \(600\pm57.88\), that is 542.12 and 657.88 µeV. If the splittings are equal and opposite, \(h_2=-h_1\), the shifts add. The thresholds are then \(600\pm2h\), or 484.23 and 715.77 µeV. A current threshold therefore measures the difference of the two splittings, not their size.

Equal size is not sufficient if the spin axes differ. A single applied field gives both films the same axis, so opposite or tilted splittings need another source, such as an exchange field acting on a film. For an angle \(\theta\) between them, an electron with spin \(\sigma\) along the first axis has probability \(\cos^2(\theta/2)\) of the same sign along the second, and \(\sin^2(\theta/2)\) of the opposite sign. The first group keeps the threshold at \(\Delta_1+\Delta_2\). The second meets thresholds shifted by \(+2h\) or \(-2h\), depending on its initial spin, and each of these carries weight \(\tfrac12\sin^2(\theta/2)\).

At \(10^\circ\) the weight at the sum is 0.9924 and each side threshold has 0.0038, or about 1.8 nA here. At \(60^\circ\) the weights are 0.7500 and 0.1250. A barrier that flips spins elastically acts in the same way, with the flip probability in place of \(\sin^2(\theta/2)\). A flip by exchange with a free paramagnetic spin of \(g=2\) in the same field is different. At zero temperature that spin must be excited by \(2h\), which cancels the shift and leaves the threshold at \(\Delta_1+\Delta_2\).

## Finite temperature

The Fermi functions are smooth at finite temperature, whereas the singular edges in \(N_1(E'-eV)N_2(E')\) stay where they were. The jump therefore remains sharp and unsplit. For each spin its height is multiplied by \(f(-\Delta_1+\sigma h)-f(\Delta_2+\sigma h)\), which is close to 1 at low temperature. At \(T=0.3\) K, where \(kT=25.85\) µeV, numerical integration of the current formula gives a jump of 470.1 nA.

The current below threshold does depend on the field. For \(0<eV<\Delta_1+\Delta_2\), states can be matched between the two upper bands or between the two lower bands. When \(kT\ll\Delta_i-h\), the upper-band occupations are small and \(f(x)\approx e^{-x/kT}\). The bracket becomes

\[
e^{-\sigma h/kT}\,e^{-E'/kT}\left(e^{eV/kT}-1\right).
\]

In the lower bands the number of empty states is small, \(1-f(x)\approx e^{x/kT}\), and the bracket is

\[
e^{\sigma h/kT}\,e^{E'/kT}\left(1-e^{-eV/kT}\right).
\]

Summing either expression over \(\sigma\) gives a factor \(2\cosh(h/kT)\), where the unsplit junction has 2. Hence

\[
\frac{I(V,h)}{I(V,0)}\approx\cosh\frac{h}{kT}.
\]

With \(h/kT=57.88/25.85=2.24\) the factor is 4.745. At a bias of 300 µeV, numerical integration gives 0.00314 nA without splitting and 0.01490 nA with it, which is the same ratio. An unsplit threshold thus does not mean that the field has no effect on the spectrum. In this ideal model the field shows in the thermal current, which is still some thirty thousand times smaller than the jump. A real junction may hide it: in the depaired model below, a level broadening of only 0.1 µeV gives a zero-temperature leakage of about 0.07 nA at the same bias, several times the thermal current.

## How large the splitting may be

The proof needs \(|h|<\Delta_i\). Beyond this, the Fermi level lies inside the lower band of one spin and the upper band of the other, and the limits of integration can no longer be moved freely.

The uniform superconducting state is in fact lost earlier. Let \(N_0\) be the normal density of states per spin. A normal film gains energy \(N_0h^2\) by polarizing, whereas the unpolarized superconductor gains the condensation energy \(\tfrac12N_0\Delta^2\). At zero temperature, without depairing or spin-orbit scattering, superconductivity has the lower energy for \(h<\Delta/\sqrt2\). For the smaller gap this limit is 197.99 µeV, well above the 57.88 µeV used here. The comparison covers the uniform state only. In a clean system a spatially modulated pair state can persist to larger \(h\), but not in a diffusive film of the kind treated below.

## The model beside aluminium junctions

The parameters are rough values in the regime of thin-film aluminium tunnel junctions. This regime suits the effect because aluminium is a light metal, in which spin-orbit scattering is weak, and a thin film limits the orbital action of an in-plane field. For the present numbers that orbital action gives the largest shift of the main conductance peak. It breaks pairs equally for both spins and so does not split the threshold. Spin-orbit scattering, treated afterwards, moves the main peak less but adds a weak onset far below it.

For a film of thickness \(d\), take the vector potential \(A=Bz\), with \(z\) measured from the middle of the film. Then \(\langle A^2\rangle=B^2d^2/12\). With diffusion constant \(D\), the pair-breaking energy is

\[
\Gamma=\frac{\hbar D}{2}\left(\frac{2e}{\hbar}\right)^2\langle A^2\rangle
=\frac{De^2B^2d^2}{6\hbar}.
\]

For \(d=4\) nm and \(D=5\) cm²/s, \(\Gamma=2.03\) µeV. Its effect, and that of spin-orbit scattering with energy \(b\), can be described by the self-consistent equations of a diffusive film,

\[
\begin{aligned}
w_\sigma&=E-\sigma h+b\,g_{-\sigma}+\tfrac12\Gamma g_\sigma,\\
d_\sigma&=\Delta+b\,f_{-\sigma}-\tfrac12\Gamma f_\sigma,
\end{aligned}
\]

with \(g_\sigma=w_\sigma/\sqrt{d_\sigma^2-w_\sigma^2}\), \(f_\sigma=d_\sigma/\sqrt{d_\sigma^2-w_\sigma^2}\) and \(N_\sigma=\operatorname{Im}g_\sigma\). In these equations \(f_\sigma\) is the pair amplitude, not the Fermi function. They are taken here as the starting point.

For \(b=0\), let \(u=w_\sigma/d_\sigma\), so that \(g_\sigma=uf_\sigma\) and \(f_\sigma=1/\sqrt{1-u^2}\). Inserting \(w_\sigma=ud_\sigma\) gives

\[
E-\sigma h=u\left(\Delta-\frac{\Gamma}{\sqrt{1-u^2}}\right).
\]

Inside the gap \(u\) is real, so the edge is the maximum of the right side. Setting its derivative \(\Delta-\Gamma(1-u^2)^{-3/2}\) to zero gives \(1-u^2=(\Gamma/\Delta)^{2/3}\), and the spectral gap is

\[
\Delta_g=\Delta\left[1-(\Gamma/\Delta)^{2/3}\right]^{3/2}.
\]

The order parameter \(\Delta\) also falls from its value \(\Delta_0\) without depairing. For \(b=0\) the Zeeman term commutes with the rest of the energy, and a splitting below the spectral gap leaves the unpolarized superconducting state as it was. That state is the ground state only below the paramagnetic limit, about 196 µeV for the smaller gap with this depairing, which the present \(h\) respects. At zero temperature \(\Delta\) can therefore be found with \(h=0\). At imaginary energy \(i\omega\), with \(h=0\) and \(u=iy\), the relation reads \(\omega=\Delta y-\Gamma y/\sqrt{1+y^2}\). The gap equation fixes the integral of \(1/\sqrt{1+y^2}\) over \(\omega\), divided by \(\Delta\), up to a large cutoff \(\Omega\):

\[
\int_0^{Y}\!\frac{dy}{\sqrt{1+y^2}}
-\frac{\Gamma}{\Delta}\int_0^\infty\!\frac{dy}{(1+y^2)^2}
=\ln\frac{2\Omega}{\Delta}-\frac{\pi\Gamma}{4\Delta}.
\]

Here \(Y\approx\Omega/\Delta\). Equating this to \(\ln(2\Omega/\Delta_0)\) gives \(\ln(\Delta/\Delta_0)=-\pi\Gamma/(4\Delta)\).

Now let 320 and 280 µeV be the values of \(\Delta_0\). The order parameters become 318.4 and 278.4 µeV, and the spectral gaps 302.2 and 262.9 µeV. The threshold moves down to 565.0 µeV, about 6% below the ideal value, and it does not split.

Solving the self-consistent equations by iteration on an energy grid, and integrating the current at zero temperature, gives a single main conductance peak at 584.5 µeV on a grid of 0.5 µeV with the slope taken over 4 µeV. A finer grid with a local slope moves it to 584.2 µeV, so peak positions here are good to a few tenths of a µeV. It lies above the threshold because the rounded densities start from zero at their edges, so the current rises gradually instead of jumping. With antiparallel splittings the same calculation gives peaks at 468.5 and 700.0 µeV, separated by \(4h\).

Spin-orbit scattering breaks the assumption of a conserved spin inside each film. For \(b=10\) µeV, with the order parameters held fixed, the current at 507.1 µeV, which is \(h\) below the depaired threshold, is 13.2 nA. With \(b=0\) it is 0.5 nA, a remnant of the small damping of 0.1 µeV used in the calculation. With the damping reduced to 0.001 µeV the two currents are 12.8 and 0.005 nA. Spin mixing thus adds a weak foot, about 2.7% of the ideal jump at this bias. The foot starts near 460 µeV, because each spin now has some weight at the edge of the other. It gives a separate conductance maximum near 480 µeV, about 3% of the height of the main peak.

The main peak moves to 589.5 µeV, or to 589.0 µeV if the order parameters are allowed to adjust to \(b\) and \(h\). This shift needs both \(b\) and \(h\). For \(b=0\) the curve does not depend on \(h\), and for \(h=0\) the terms in \(b\) cancel from the equation for \(u\). The dependence on \(b\) is not monotonic. With the order parameters held fixed, the side maximum grows to 12% of the main peak at \(b=30\) µeV and has merged with it by \(b=100\) µeV, where the main peak lies at 603.5 µeV. For much larger \(b\) the scattering averages the splitting out and the curve moves back toward the one for \(b=0\), with the main peak at 582 µeV for \(b=3000\) µeV. A heavier metal conserves spin less well, but it need not show the splitting more clearly.

All of this assumes a field exactly in the plane. A perpendicular component \(B_\perp\) has the pair-breaking scale \(DeB_\perp\), which equals \(\Gamma\) at a tilt of about \(0.25^\circ\), and a tilt of \(0.1^\circ\) already sends about 80 flux quanta through a 10 µm square. Vortices are outside the model. The two corrections that follow are smaller. With \(\varepsilon=\sqrt{\xi^2+\Delta^2}\), the thermal gap equation is

\[
\ln\frac{\Delta}{\Delta_0}=-\int_0^\infty\frac{d\xi}{\varepsilon}
\left[f(\varepsilon+h)+f(\varepsilon-h)\right].
\]

Its numerical solution at 0.3 K, without depairing, lowers the sum of the gaps by 0.02 µeV.

Lowest-order tunnelling requires a small barrier transparency. A square junction of side 10 µm and area \(A_J\), with a rough Fermi wave number \(k_F=1.7\times10^{10}\) m\(^{-1}\), has \(k_F^2A_J/(4\pi)\) channels. Dividing \(h_P/(2e^2R)\), where \(h_P\) is Planck's constant, by this number gives a mean transparency of \(5.6\times10^{-9}\). A real barrier with thin spots can have much larger local values, and there the lowest-order result is less secure.

For a junction that meets these conditions, a single threshold is no evidence that the films are unsplit. When spin is conserved and the axes are common, measuring \(h\) from a threshold needs a counterelectrode that is normal or has a different, known splitting. A normal one also needs \(kT\) small enough against \(h\) to resolve the two edges. With elastic spin flips or tilted axes, weak side thresholds \(2h\) from the main one also carry information on \(h\). Weak spin-orbit scattering gives a side maximum below the main peak, somewhat closer than \(2h\): 110 µeV for \(2h=116\) µeV at \(b=10\) µeV. It is not resolved when \(h\) is too small or \(b\) too large, as for \(2h=60\) µeV at \(b=10\) µeV, or for \(b=100\) µeV at the present field.
